# Fixed-Pivot Population Balances for Slurry Aggregation and Breakage: Conservation and Accuracy

Before a population-balance calculation is used to decide whether a slurry may stay in its loop for another hour, someone must choose the number of size classes and the quantity that shows the number to be sufficient. Conserved volume and a correct total number look like natural criteria. For the fixed-pivot method with a constant aggregation kernel they are the wrong ones: both come out right on very coarse grids, while the second moment of the size distribution may be wrong by a fifth. The sections below show why, and give an error estimate from which the grid can be chosen.

## The equation and its moments

Let $n(v,t)\,dv$ be the number of clusters per unit suspension volume with solids volume between $v$ and $v+dv$. The suspension is well mixed and pair correlations are neglected (mean field). Two clusters merge with rate constant $\beta$, independent of size. A cluster of volume $u$ breaks at the rate $S(u)=su$ into two pieces, with fragment density $b(v|u)=2/u$ for $0<v<u$. Then

$$
\begin{aligned}
\partial_t n(v)={}&\tfrac12\beta\int_0^v n(u)\,n(v-u)\,du-\beta n(v)\int_0^\infty n\,du\\
&+\int_v^\infty \frac{2}{u}\,su\,n(u)\,du-sv\,n(v).
\end{aligned}
\tag{1}
$$

The factor $\tfrac12$ is needed because the integral meets each pair twice.

Define $N=\int n\,dv$, $V=\int vn\,dv$ and $M_2=\int v^2n\,dv$. Integrating (1) over $v$, aggregation gives $\tfrac12\beta N^2-\beta N^2$. Each breakage replaces one cluster by $\int_0^u(2/u)\,dv=2$, a net gain of one at the total rate $\int su\,n\,du=sV$. Hence

$$
\frac{dN}{dt}=-\tfrac12\beta N^2+sV. \tag{2}
$$

Weighting (1) with $v$, aggregation gives $\tfrac12\beta(2VN)-\beta VN=0$. The fragments carry $\int_0^u v(2/u)\,dv=u$, the volume of their parent. So $dV/dt=0$.

## An exact solution with both processes

Try an exponential distribution whose total number may vary:

$$
n(v,t)=\frac{N^2}{V}e^{-av},\qquad a=\frac{N}{V}. \tag{3}
$$

Its integral is $N$ and its first moment is $V$. Each part of (1) is evaluated in turn.

- Time derivative: $\dot N\left(2N/V-vN^2/V^2\right)e^{-av}=\dot N\,a(2-av)e^{-av}$.
- Aggregation: the product $n(u)n(v-u)$ does not depend on $u$, so the sum is $\tfrac12\beta v(N^4/V^2)e^{-av}-\beta(N^3/V)e^{-av}=-\tfrac12\beta N^2a(2-av)e^{-av}$.
- Breakage: $2s(N^2/V)(1/a)e^{-av}-sv(N^2/V)e^{-av}=sN(2-av)e^{-av}=sV\,a(2-av)e^{-av}$.

The common factor $a(2-av)e^{-av}$ cancels and leaves (2). The exponential form therefore solves (1) whenever $N(t)$ solves (2).

To solve (2), set $N_\infty=\sqrt{2sV/\beta}$, so that $sV=\tfrac12\beta N_\infty^2$, and $y=N/N_\infty$. Then $\dot y=\kappa(1-y^2)$ with $\kappa=\beta N_\infty/2$. With $h=\tanh\kappa t$ the solution is $y=(y_0+h)/(1+y_0h)$, because

$$
\frac{dy}{dh}=\frac{1-y_0^2}{(1+y_0h)^2},\qquad
1-y^2=\frac{(1-y_0^2)(1-h^2)}{(1+y_0h)^2},\qquad \dot h=\kappa(1-h^2).
$$

This holds for $y_0$ above or below one. In the original variables,

$$
N(t)=N_\infty\frac{N_0+N_\infty h}{N_\infty+N_0h}. \tag{4}
$$

At long times $h\to1$ and $N\to N_\infty$: merging and breakage balance. For $s\to0$, $h\approx\beta N_\infty t/2$, and (4) becomes $N=N_0/(1+\beta N_0t/2)$. In both cases the exponential shape gives $M_2=2V^2/N$.

## Sharing a newborn particle

Choose pivots $x_1<\dots<x_M$ and let $N_i$ be the number assigned to $x_i$. A new particle of volume $v$ usually falls between two pivots. If $x_i\le v\le x_{i+1}$, the two requirements of one particle and volume $v$ fix its shares:

$$
\varphi_i(v)=\frac{x_{i+1}-v}{x_{i+1}-x_i},\qquad
\varphi_{i+1}(v)=\frac{v-x_i}{x_{i+1}-x_i}. \tag{5}
$$

Seen as functions of $v$, the $\varphi_i$ are triangular hats. Outside the grid one pivot cannot satisfy both requirements, and volume is given priority: $\varphi_1=v/x_1$ for $v<x_1$, and $\varphi_M=v/x_M$ for $v>x_M$. With these rules

$$
\sum_i x_i\varphi_i(v)=v\quad(v>0),\qquad
\sum_i\varphi_i(v)=1\quad(x_1\le v\le x_M). \tag{6}
$$

The discrete equations, for a general symmetric kernel $\beta_{jk}$ and $S_k=S(x_k)$, are

$$
\dot N_i=\tfrac12\sum_{j,k}\varphi_i(x_j+x_k)\beta_{jk}N_jN_k-N_i\sum_k\beta_{ik}N_k+\sum_{k\ge i}f_{ik}S_kN_k-S_iN_i, \tag{7}
$$

where $f_{ik}=\int_0^{x_k}\varphi_i(v)(2/x_k)\,dv$. A full hat has height one and base $x_{i+1}-x_{i-1}$, hence area $(x_{i+1}-x_{i-1})/2$. For $i=k$ only its left half lies below the parent. With $x_0=0$, which also describes the rule below $x_1$,

$$
f_{ik}=\frac{x_{i+1}-x_{i-1}}{x_k}\ (i<k),\qquad f_{kk}=\frac{x_k-x_{k-1}}{x_k}. \tag{8}
$$

The initial density should be assigned by the same hats, $N_i(0)=\int\varphi_i n\,dv$. For (3), let $G(v)=Ve^{-av}$, so that $G''=n$. Integration by parts moves one derivative onto the hat, whose slope is constant on each side:

$$
\int\varphi_i n\,dv=\frac{G_{i+1}-G_i}{x_{i+1}-x_i}-\frac{G_i-G_{i-1}}{x_i-x_{i-1}}. \tag{9}
$$

For $i=M$ the slope on the right is $1/x_M$, and the first term becomes $G_M/x_M$. The same projection of the exact density at the final time is the proper reference for the computed counts.

## What is conserved, and what that proves

Multiply (7) by $x_i$ and sum. By (6) the aggregation gain is $\tfrac12\sum_{jk}(x_j+x_k)\beta_{jk}N_jN_k$. Since $\beta_{jk}$ is symmetric, this equals $\sum_{jk}x_j\beta_{jk}N_jN_k$, which is the loss. For breakage $\sum_i x_if_{ik}=\int_0^{x_k}v(2/x_k)\,dv=x_k$, again equal to the loss. Thus $\sum_i x_iN_i$ is constant for every grid and every symmetric kernel.

An explicit Runge–Kutta step keeps this property, apart from rounding. It adds a linear combination of rate vectors, each of which has zero total volume.

Now sum (7) without the weight, for constant $\beta$. While no aggregate exceeds $x_M$, aggregation gives $-\tfrac12\beta N^2$. The fragments assigned per breakage number

$$
\sum_i f_{ik}=2-\int_0^{x_1}\Big(1-\frac{v}{x_1}\Big)\frac{2}{x_k}\,dv=2-\frac{x_1}{x_k}.
$$

Subtracting the parent and using $S_k=sx_k$,

$$
\frac{dN}{dt}=-\tfrac12\beta N^2+s(V-x_1N). \tag{10}
$$

The spacing of the pivots has disappeared; only the smallest pivot remains. For pure aggregation (10) is the continuum law itself. A correct $N(t)$ therefore confirms the number balance and the time integration, but says nothing about the shape of the distribution.

The rule below $x_1$ leaves a small deficit of number. Projection of (3) loses $\int_0^{x_1}(1-v/x_1)n\,dv\approx\tfrac12x_1n(0)=x_1N^2/(2V)$, a relative deficit

$$
\frac{\delta N}{N}\approx\frac{x_1N}{2V} \tag{11}
$$

for $x_1$ much smaller than the mean volume $V/N$. To first order in $x_1$, (10) preserves this relation. Inserting $N-x_1N^2/(2V)$, with $N$ obeying (2), gives $(-\tfrac12\beta N^2+sV)(1-x_1N/V)$ on both sides.

Sharing between two pivots is what keeps both number and volume for each new particle. If each aggregate is instead given whole to the nearest pivot, with ties going to the lower one, number is preserved but volume is not. In the pure-aggregation example below, with two pivots per doubling of volume, that rule loses 14.5% of the initial solids volume. The figure depends strongly on the tie rule, because on this grid the sum of two neighbouring pivots lies exactly midway between two others; with ties going to the upper pivot, about 3% is gained instead.

## A grid on which the aggregation method is exact

Take equally spaced pivots $x_i=ix_1$ and identical monomers at the start. Every sum $x_j+x_k$ on the grid is then a pivot, and no particle is split. With $c_k=N_k/N_0$ and $\tau=\beta N_0t/2$, (7) without breakage becomes

$$
\frac{dc_k}{d\tau}=\sum_{i+j=k}c_ic_j-2c_k\sum_jc_j. \tag{12}
$$

Its solution is $c_k=\tau^{k-1}/(1+\tau)^{k+1}$. The geometric series gives $\sum c_j=1/(1+\tau)$. The gain has $k-1$ equal terms, so the right side is $\tau^{k-2}[(k-1)-2\tau]/(1+\tau)^{k+2}$. Differentiating $c_k$ gives $\tau^{k-2}[(k-1)(1+\tau)-(k+1)\tau]/(1+\tau)^{k+2}$, which is the same.

With 200 pivots and $\tau=2$, the largest difference between computed and exact counts was $3\times10^{-13}N_0$. This tests the aggregation terms without interpolation error. Such a grid is impractical when volumes span six decades, and geometric spacing then brings the interpolation error back.

## The error that remains

Consider a particle placed between $x_i$ and $x_{i+1}$, with shares $\varphi_i$ and $\varphi_{i+1}$. The change in its second moment is

$$
\begin{aligned}
e(v)&=\varphi_i(x_i^2-v^2)+\varphi_{i+1}(x_{i+1}^2-v^2)\\
&=\frac{(x_{i+1}-v)(v-x_i)}{x_{i+1}-x_i}\big[-(x_i+v)+(x_{i+1}+v)\big]\\
&=(x_{i+1}-v)(v-x_i)\ge0.
\end{aligned}
\tag{13}
$$

Sharing keeps the mean volume and adds spread; it acts as a numerical dispersion in size.

On a geometric grid let $q=\ln(x_{i+1}/x_i)$. For small $q$ the cell width is about $qv$. If new particles are spread evenly over the cells, the mean of (13) is $(qv)^2/6$, since $\int_0^w u(w-u)\,du/w=w^2/6$. For pure aggregation (7) then gives

$$
\begin{aligned}
\dot M_2&=\tfrac12\beta\sum_{j,k}\big[(x_j+x_k)^2+e-x_j^2-x_k^2\big]N_jN_k\\
&\approx\beta V^2+\tfrac{1}{12}\beta q^2\sum_{j,k}(x_j+x_k)^2N_jN_k\\
&=\beta V^2+\tfrac16\beta q^2(M_2N+V^2).
\end{aligned}
$$

In the small term the exact $M_2N=2V^2$ may be used, so the excess $E$ grows at the constant rate $\tfrac12\beta q^2V^2$. The initial projection has already contributed $(q^2/6)(2V^2/N_0)$. With $\beta t/2=1/N-1/N_0$,

$$
E=q^2V^2\left(\frac1{3N_0}+\frac{\beta t}{2}\right)
=q^2V^2\left(\frac1N-\frac2{3N_0}\right).
$$

Division by the exact $M_2=2V^2/N$ gives the relative error

$$
\frac{E}{M_2}\approx\frac{q^2}{2}\left(1-\frac{2N}{3N_0}\right). \tag{14}
$$

It starts at $q^2/6$ and saturates at $q^2/2$, so long aggregation does not make the relative error grow without limit. Equation (14) is a leading-order result for pure aggregation with a constant kernel and an exponential distribution. With breakage it does not apply as it stands: in the example below it would give 0.30% at $p=8$, where the computed error is 0.21%. It is an estimate, not a bound.

## One hour in a polishing-slurry loop

The example is a diluted, partly destabilised polishing slurry in water, held for 3600 s at 298.15 K in a gently stirred loop. The rough inputs are 0.1 vol% solids, an initial mean cluster volume equal to that of a 100 nm solid sphere, and a viscosity of 0.89 mPa s.

For spheres of radii $r_i,r_j$ the Brownian rate constant is $4\pi(D_i+D_j)(r_i+r_j)$. With $D=k_BT/(6\pi\mu r)$ it becomes

$$
\beta_{ij}=\frac{2k_BT}{3\mu}\frac{(r_i+r_j)^2}{r_ir_j},
$$

which is $8k_BT/(3\mu)=12.33\ \mu\mathrm{m}^3/\mathrm{s}$ for equal spheres of any size. Electrostatic repulsion is represented by a stability ratio $W=10^4$, the factor by which it slows aggregation. Thus $\beta=1.233\times10^{-3}\ \mu\mathrm{m}^3/\mathrm{s}$.

The initial mean volume is $v_0=\pi(100\ \mathrm{nm})^3/6=5.236\times10^{-4}\ \mu\mathrm{m}^3$, so $N_0=10^{-3}/v_0=1.910\ \mu\mathrm{m}^{-3}$. Without breakage the number halves in $2/(\beta N_0)=849$ s. The scaled time is $T=\beta N_0t=8.480$, and

$$
\frac{N}{N_0}=\frac1{1+8.480/2}=0.1908.
$$

For breakage, a model rate of $10^{-4}\ \mathrm{s}^{-1}$ is assigned to a cluster of volume $v_0$. Divided by $\beta N_0$ this is 0.04245, so $N_\infty/N_0=\sqrt{2(0.04245)}=0.2914$. Then $h=\tanh(0.2914\times8.480/2)=0.844$, and (4) gives $N/N_0=0.3197$. After one hour the number is still 10% above its steady value.

The diameter of the mean volume is $100\,(N/N_0)^{-1/3}$ nm: 174 nm without breakage and 146 nm with it.

The pivots run from $2^{-10}v_0$ to $2^{10}v_0$, with $p$ pivots per doubling, so $q=\ln2/p$. The shape error below is $\sum|N_i-P_i|/\sum P_i$, where $P_i$ is the projected exact distribution; the other error is relative to the exact $M_2$.

| $p$ | shape, aggregation | $M_2$, aggregation | shape, with breakage | $M_2$, with breakage |
|---:|---:|---:|---:|---:|
| 1 | 5.18% | 22.3% | 2.15% | 13.9% |
| 2 | 1.72% | 5.36% | 0.67% | 3.50% |
| 4 | 0.44% | 1.29% | 0.18% | 0.86% |
| 8 | 0.11% | 0.32% | 0.04% | 0.21% |

In all eight runs the relative volume drift was at most $1.3\times10^{-15}$. The total number agreed with a separate integration of (10) within one part in $10^7$, so aggregates beyond $x_M$ had no visible effect on the number. The exact density at $x_M$ is itself negligible: without breakage its exponential factor is $e^{-195}$. The grid with a 22% error in $M_2$ passes both checks as well as the finest one.

The computed final number without breakage, 0.190820, lies $9\times10^{-5}$ below the exact value in relative terms. Equation (11) gives $2^{-11}\times0.1908=9\times10^{-5}$. This deficit does not fall when pivots are added between the same end points; $x_1$ must be lowered.

From $p=4$ to $p=8$ all four errors fall by factors close to four, as expected for second order in $q$. For aggregation at $p=8$, (14) predicts 0.328%, against 0.320% measured. The assumption of evenly spread new particles is thus adequate here, though not exact.

The tail needs separate attention. At $p=8$ without breakage, the count at $v=32v_0$ is 1.5% too high, although the summed shape error is 0.11%. The sign is that of a distribution broadened by (13). A limit on oversized particles should therefore be checked by refining the grid for that tail count itself.

## Grid error beside model error

The size-independent kernel is a larger simplification than a moderate grid. The following runs keep $p=4$, the hour, the initial distribution and all other settings fixed, and change one assumption at a time. The reference has $N/N_0=0.320$ and $M_2/(N_0v_0^2)=6.31$. All these $M_2$ values include the grid error of $p=4$: with $p=8$ they fall by 0.5 to 1%, so they should be compared with one another and not read as converged to three digits.

| Changed assumption | $N/N_0$ | $M_2/(N_0v_0^2)$ |
|---|---:|---:|
| Brownian factor, compact spheres | 0.305 | 6.45 |
| Brownian factor, open clusters | 0.290 | 6.62 |
| Shear collisions added, 100 s$^{-1}$ | 0.315 | 6.49 |
| Breakage rate $\propto$ diameter | 0.247 | 9.20 |
| Barrier $\propto$ reduced radius | 0.476 | 2.59 |

The Brownian factor is $(R_i+R_j)^2/(4R_iR_j)$, with $R\propto v^{1/3}$ for compact and $R\propto v^{1/2}$ for open clusters of fractal dimension 2. Shear adds $\tfrac43\dot\gamma(r_i+r_j)^3$ to the fast rate constant before division by $W$, with the radii of compact spheres. In the fourth run the breakage rate at $v_0$ is unchanged.

The last run multiplies $\beta$ by $W^{1-\rho}$, where $\rho=2r_ir_j/[(r_i+r_j)r_0]$ and $r_0=50$ nm. This is a crude model of a repulsive energy proportional to the reduced radius. It lowers $M_2$ by 59%, the largest change found, because large clusters are protected from one another. Small clusters merge faster than before, but they contribute little to $M_2$. If clusters touch through similar small primary particles, their local repulsion sets a barrier that does not grow with cluster size. The kernel is still not constant in that case: at $W=10^4$ aggregation is reaction-limited, and larger clusters offer more possible contacts per encounter. This is often modelled by a factor $(v_iv_j/v_0^2)^\lambda$. In the present example it raises $M_2$ by about 60% for $\lambda=0.25$ and more than triples it for $\lambda=0.45$, opposite in sign to the barrier run.

The result also depends on the solids content. At 1 vol% and the same $W$, the halving time would drop tenfold, to 85 s. A slurry that must keep for months needs a far larger $W$ than this one. The initial distribution (3) is broad: its standard deviation in volume equals its mean. The breakage rate is a model value and would have to be measured for a given loop. Of the assumptions varied above, the constant $W$ matters most for $M_2$: repulsion depends on size, pH and salt, and in the crude model size alone moves $M_2$ by 59%.

Settling and crowding, also neglected, can be estimated from the same inputs. With a density excess of 1200 kg/m$^3$, a compact sphere of the final mean volume settles 57 $\mu$m in the hour. If clusters consist of 20 nm primaries with fractal dimension 2, the mean one has an outer diameter of $20(146/20)^{3/2}$ nm, about 0.4 $\mu$m, and if all clusters had this size they would occupy about 2% of the suspension. At 1 vol% solids aggregation is faster and the mean cluster also grows larger, to a solid-sphere diameter of 221 nm after the hour. The same estimate then gives about 37%, and the dilute pair-collision picture becomes doubtful. The continuous model also contains clusters smaller than one primary, but they make up 0.8% of the number at the start and 0.3% at the end. The shear run in the table applies to compact clusters only. Open clusters collide over their outer radius: with a diameter of 0.4 $\mu$m instead of 146 nm the shear term is about 20 times larger, and since the compact term already raises $M_2$ by 2.8%, its effect can then be comparable to the largest changes in the table; this case is not computed here. The estimate also applies to gentle stirring and not to a pump or the gap under a polishing pad, where shear rates can be far higher.

For this example, four pivots per doubling keep the grid error of $M_2$ near 1%, below every model change in the table. Eight are justified when the kernel is well known or the tail matters. For another kernel, (14) is only a starting value for $q$ and can be far too optimistic: if the kernel grows in proportion to the sum of the two volumes, the relative error of $M_2$ keeps growing with time instead of saturating. Without an exact solution, halve $q$ until the required moment or tail count settles, then lower $x_1$ and raise $x_M$ to see whether it stays there: refinement between fixed end points does not remove the error they cause. Volume drift remains worth monitoring, because it exposes a sharing rule that loses or creates volume; it cannot certify the grid. The numerical output gives the values with more digits.

## Numbers as computed

```
Temperature 298.15 K; viscosity 0.89 mPa s
Solids 0.10 vol%; diameter 100 nm
Stability ratio 10000; hold time 3600 s
Breakage rate at initial mean volume 1.0e-04 1/s
Initial mean volume 5.2360e+05 nm^3
Initial number density 1.9099 1/um^3
Fast Brownian rate constant 12.3338 um^3/s
Actual rate constant beta 1.2334e-03 um^3/s
Halving time without breakage 849.0 s
Scaled time T 8.4801; scaled breakage s 0.04245
Monomer test, T=4: largest count error/N0 2.8e-13
Nearest-pivot volume change -14.45 %
Aggregation: exact N/N0 0.190838
 pivots/doubling, N/N0, volume drift, shape err %, M2 err %
 1 0.190820 1.3e-15 5.1801 22.2671
 2 0.190820 4.4e-16 1.7227 5.3630
 4 0.190820 6.7e-16 0.4448 1.2889
 8 0.190820 6.7e-16 0.1131 0.3197
With breakage: exact N/N0 0.319721
 pivots/doubling, N/N0, volume drift, shape err %, M2 err %
 1 0.319671 4.4e-16 2.1492 13.9083
 2 0.319671 1.1e-16 0.6730 3.4992
 4 0.319671 5.6e-16 0.1752 0.8604
 8 0.319671 4.4e-16 0.0443 0.2146
Finest grid q 0.08664; predicted aggregation M2 error 0.3276 %
Aggregation, 8 pivots/doubling: v/v0, computed N_i/N0, exact N_i/N0
 0.25 7.5328e-04 7.5297e-04
 1.00 2.6121e-03 2.6093e-03
 4.00 5.8821e-03 5.8814e-03
 16.00 2.3780e-03 2.3816e-03
 32.00 2.3050e-04 2.2702e-04
Final number density, aggregation 0.3645 1/um^3
Final number density, with breakage 0.6106 1/um^3
Diameter of mean volume, aggregation 173.69 nm
Diameter of mean volume, with breakage 146.24 nm
Steady N/N0 with breakage 0.29138
Neglected effects, 4 pivots/doubling: N/N0, M2/(N0 v0^2)
 constant kernel: 0.31967, 6.3093
 Brownian, compact: 0.30495, 6.4466
 Brownian, open: 0.29029, 6.6222
 barrier ~ radius: 0.47571, 2.5919
 added shear: 0.31518, 6.4864
 breakage ~ diameter: 0.24720, 9.2039
Largest M2 change: barrier ~ radius; shear rate 100 1/s
Settling in hold time 56.56 um; density difference 1200 kg/m^3
Primary 20 nm; fractal dimension 2.0
Open-cluster diameter 395.5 nm; occupied fraction 1.98 %
Number below one primary: start 0.797 %, end 0.255 %
```
